# Small-q head and wings of the Kohn-Sham response in an insulator

**Setting.** A crystal of $N_k$ cells, each of volume $\Omega$, has a Kohn-Sham Hamiltonian $H=p^2/2+V_{loc}+V_{nl}$, where $V_{nl}$ is a nonlocal pseudopotential. Hartree atomic units are used. There is no spin-orbit coupling or magnetic field, so $H$ is real in position space. Every band is either full (label $v$, two electrons per state) or empty (label $c$), with a gap between them at every $k$.

Bloch states are $\psi_{nk}=e^{ik\cdot r}u_{nk}/\sqrt{N_k}$, with $u_{nk}$ normalized in one cell. Brackets between $u$'s are cell integrals. Fourier components are defined by $f(r)=\sum_K f(K)e^{iK\cdot r}$. The response matrix is defined by $\delta n(q+G)=\sum_{G'}\chi_{GG'}(q,\omega)\,\delta v(q+G')$, where $\delta v$ is a change of the Kohn-Sham potential. The element $G=G'=0$ is called the head, the elements with one of $G,G'$ equal to zero are the wings, and the rest is the body. The problem is to find how each behaves as $q\to0$, and with what coefficient.

## (a) Derive $\chi_{GG'}$ as a sum over states, and reduce it to valence-conduction pairs.

**Solution.** The one-particle density matrix $\gamma$ of one spin obeys $i\,\partial_t\gamma=[H+\delta v,\gamma]$. Before the perturbation $\gamma_{ab}=f_a\delta_{ab}$, with $f=1$ or $0$. To first order in $\delta v\propto e^{-i\omega t}$, the element between states $b$ and $a$ gives

$$\omega\,\delta\gamma_{ba}=(\varepsilon_b-\varepsilon_a)\delta\gamma_{ba}+(f_a-f_b)\langle b|\delta v|a\rangle ,$$

$$\delta\gamma_{ba}=\frac{(f_a-f_b)\langle b|\delta v|a\rangle}{\omega+\varepsilon_a-\varepsilon_b}.$$

The density is $\delta n(r)=2\sum_{ab}\delta\gamma_{ba}\psi_b(r)\psi_a^*(r)$, with 2 for spin. Its Fourier component is therefore $\delta n(q+G)=\frac{2}{\Omega N_k}\sum_{ab}\langle a|e^{-i(q+G)\cdot r}|b\rangle\,\delta\gamma_{ba}$. The potential $e^{i(q+G')\cdot r}$ raises the crystal momentum by $q$, so $a=nk$ requires $b=m,k+q$. Define

$$\rho_{nm}(G)=\langle\psi_{nk}|e^{-i(q+G)\cdot r}|\psi_{m,k+q}\rangle=\langle u_{nk}|e^{-iG\cdot r}|u_{m,k+q}\rangle .$$

Since $\langle b|e^{i(q+G')\cdot r}|a\rangle=\rho_{nm}(G')^*$,

$$\chi_{GG'}=\frac{2}{\Omega N_k}\sum_{k,nm}\frac{(f_{nk}-f_{m,k+q})\,\rho_{nm}(G)\rho_{nm}(G')^*}{\omega+\varepsilon_{nk}-\varepsilon_{m,k+q}} .\tag{1}$$

We take $\omega$ real and below the smallest direct gap. For small $q$ no denominator then vanishes, and no broadening is needed.

Pairs of equal occupation drop out. Two classes remain: $v$ at $k$ with $c$ at $k+q$ (weight $+1$), and $c$ at $k$ with $v$ at $k+q$ (weight $-1$). Time reversal joins them. Because $H$ is real, $u_{nk}^*$ is an eigenstate at $-k$ with the same energy. Hence

$$\langle u_{ck}|e^{-iG\cdot r}|u_{v,k+q}\rangle=\langle u_{v,-k-q}|e^{-iG\cdot r}|u_{c,-k}\rangle .$$

With $k'=-k-q$, the right side has $v$ at $k'$ and $c$ at $k'+q$, so it is a matrix element of the first class. As $k$ runs over the Brillouin zone, so does $k'$. With $\Delta=\varepsilon_{c,k+q}-\varepsilon_{vk}$ the two classes combine through

$$\frac{1}{\omega-\Delta}-\frac{1}{\omega+\Delta}=\frac{2\Delta}{\omega^2-\Delta^2},$$

$$\chi_{GG'}=-\frac{4}{\Omega N_k}\sum_{k,vc}\frac{\Delta\,\rho_{vc}(G)\rho_{vc}(G')^*}{\Delta^2-\omega^2}.\tag{2}$$

## (b) Express the overlap $\langle u_{vk}|u_{c,k+q}\rangle$ through a difference of Hamiltonians, without differentiating a Bloch state.

**Solution.** The functions $u_{nk}$ are eigenstates of $H_k=e^{-ik\cdot r}He^{ik\cdot r}$. Let $H_{k+q}$ act to the right and $H_k$ to the left:

$$\langle u_{vk}|H_{k+q}-H_k|u_{c,k+q}\rangle=(\varepsilon_{c,k+q}-\varepsilon_{vk})\langle u_{vk}|u_{c,k+q}\rangle .\tag{3}$$

This holds at any $q$ and for any choice of phases. The gap keeps the energy difference away from zero as $q\to0$, so the overlap is of the order of $H_{k+q}-H_k$, that is, of order $q$.

## (c) Find the operator that multiplies $q$ in $H_{k+q}-H_k$, and evaluate its nonlocal part for a separable potential.

**Solution.** Differentiating both exponentials,

$$\frac{\partial H_k}{\partial k}=e^{-ik\cdot r}(-irH+iHr)e^{ik\cdot r}=e^{-ik\cdot r}\,\mathbf v\,e^{ik\cdot r},\qquad \mathbf v=i[H,r].$$

This is the velocity operator, since $\dot r=i[H,r]$. The kinetic part follows from $[p^2,r]=-2ip$, so $i[p^2/2,r]=p$. A local potential commutes with $r$. The nonlocal one does not, and

$$\mathbf v=p+i[V_{nl},r].\tag{4}$$

Take one projector per cell, $V_{nl}=A\sum_R|\beta_R\rangle\langle\beta_R|$, with $\beta_R(r)=\beta(r-R)$ real. Then

$$[V_{nl},r]=A\sum_R\big(|\beta_R\rangle\langle\beta_R|\,r-r\,|\beta_R\rangle\langle\beta_R|\big).$$

Writing $r=(r-R)+R$, the two terms with the constant $R$ cancel. What is left depends on the distance from each projector's own centre, so the commutator is lattice periodic although $r$ is not.

Its plane-wave elements need $b(K)=\int\beta\,e^{-iK\cdot r}d^3r$ and $\int r\beta\,e^{-iK\cdot r}d^3r=i\,\partial_Kb(K)$. For a projector even about its centre $b$ is real, and

$$\langle K|i[V_{nl},r]|K'\rangle=\frac{iA}{\Omega}\big[b(K)\,(-i)\partial_{K'}b(K')-i\,\partial_Kb(K)\,b(K')\big]=\frac{A}{\Omega}\big[b(K)\,\partial_{K'}b(K')+\partial_Kb(K)\,b(K')\big].$$

For a Gaussian $\beta\propto e^{-r^2/2\sigma^2}$, $\partial_Kb=-\sigma^2Kb$, so the element is $-(A\sigma^2/\Omega)(K+K')\,b(K)b(K')$. The program tests this against real-space quadrature of the commutator, and tests the whole velocity against a numerical derivative of $H_k$.

## (d) Find the leading small-$q$ form of $\rho_{vc}(0)$ and $\rho_{vc}(G\ne0)$, allowing for degenerate conduction bands.

**Solution.** Set $q=q\,n$ with $n$ a unit vector. At a degeneracy a single state $u_{c,k+q}$ need not join smoothly to a chosen $u_{ck}$. The projector $Q_{k+q}$ onto all conduction states is smooth, however. Its complement is a contour integral of $(z-H_{k+q})^{-1}/(2\pi i)$ around the valence energies. The gap leaves room for the contour, and on it the inverse can be expanded in powers of $H_{k+q}-H_k$.

All overlaps of $u_{vk}$ with conduction states at $k+q$ are contained in the vector $|w\rangle=Q_{k+q}|u_{vk}\rangle$, which vanishes at $q=0$. Since $Q_{k+q}$ commutes with $H_{k+q}$, and $H_k|u_{vk}\rangle=\varepsilon_{vk}|u_{vk}\rangle$,

$$(H_{k+q}-\varepsilon_{vk})|w\rangle=Q_{k+q}(H_{k+q}-H_k)|u_{vk}\rangle ,$$

which is identity (3) for all $c$ at once. To first order in $q$, $H_{k+q}$ and $Q_{k+q}$ may be replaced by their values at $k$, and $H_{k+q}-H_k$ by $q\,n\cdot\partial H_k/\partial k$. With $D=\varepsilon_{ck}-\varepsilon_{vk}$ and $v_{cv}=\langle\psi_{ck}|\mathbf v|\psi_{vk}\rangle$,

$$|w\rangle=q\sum_c|u_{ck}\rangle\frac{n\cdot v_{cv}}{D}+O(q^2).$$

With $F(x)=x/(x^2-\omega^2)$, the sum over $c$ in (2) equals $\langle u_{vk}|e^{-iG\cdot r}Q_{k+q}\,F(H_{k+q}-\varepsilon_{vk})\,Q_{k+q}e^{iG'\cdot r}|u_{vk}\rangle$. The operator between the exponentials does not depend on the basis chosen within a degenerate level. It is also smooth in $q$, because $F$ has no pole at the conduction energies for $\omega$ below the gap. To leading order it may be taken at $k$, except that for $G'=0$ the ket $Q_{k+q}|u_{vk}\rangle$ is $|w\rangle$, and for $G=0$ the bra is $\langle w|$. The leading terms therefore follow from (2) with

$$\rho_{vc}(0)\to q\,\frac{n\cdot v_{vc}}{D},\qquad \rho_{vc}(G)\to B_{vc}(G)=\langle u_{vk}|e^{-iG\cdot r}|u_{ck}\rangle .\tag{5}$$

The first vanishes with $q$ because a constant potential cannot connect orthogonal states. The second contains a factor that varies within the cell, and in general stays finite.

## (e) Obtain the head, wings and body, with the orders of their corrections.

**Solution.** Insert (5) in (2), with $\Delta\to D$. The head contains two small factors, and $D/D^2=1/D$:

$$\chi_{00}=-q^2\,\frac{4}{\Omega N_k}\sum_{k,vc}\frac{|n\cdot v_{vc}|^2}{D\,(D^2-\omega^2)}+O(q^4).\tag{6}$$

A wing contains one small factor. In $\chi_{G0}$ it enters conjugated, $(n\cdot v_{vc})^*=n\cdot v_{cv}$, and its $1/D$ cancels the $D$ in the numerator:

$$\chi_{G0}=-q\,\frac{4}{\Omega N_k}\sum_{k,vc}\frac{B_{vc}(G)\;n\cdot v_{cv}}{D^2-\omega^2}+O(q^2).\tag{7}$$

By (2), $\chi_{0G}=\chi_{G0}^*$ for real $\omega$. The body tends to a constant matrix, given by (2) with $\rho_{vc}(G)\to B_{vc}(G)$ and $\Delta\to D$. Its correction is in general of order $q$, the first term in the expansion of the smooth operator of part (d).

The head has no $q^3$ term. Time reversal gives the pair $(k,k+q)$ the same energies and the same $|\rho_{vc}(0)|^2$ as the pair $(-k,-k-q)$. Summing over $k$ gives $\chi_{00}(q)=\chi_{00}(-q)$, with or without inversion symmetry. This argument does not apply to a wing at fixed $G$, where a $q^2$ term is allowed. Symmetry can also remove a leading wing: if $x\to-x$ is a mirror plane, $n$ lies along $x$ and $G$ is perpendicular to $x$, the sum in (7) is odd under the mirror and vanishes.

The head has a simple meaning. The potential exerts a force $-iq\,\delta v$ on the electrons. An insulator answers with a finite displacement density $\mathcal P=\alpha(-iq\,\delta v)$, and $\delta n=-\nabla\cdot\mathcal P=-iq\cdot\mathcal P=-q^2\alpha\,\delta v$ for $\mathcal P$ along $q$. One factor $q$ comes from the force and one from the divergence. Thus $-\chi_{00}/q^2$ is the polarizability per volume of the Kohn-Sham electrons at fixed $G\neq0$ components of the potential.

## (f) Show what these powers imply for the dielectric constant in the random-phase approximation (RPA), and for an exchange-correlation kernel.

**Solution.** In the RPA the induced potential is $4\pi\,\delta n(q+G)/|q+G|^2$, so the external potential is $\epsilon$ times the total one, with $\epsilon_{GG'}=\delta_{GG'}-4\pi\chi_{GG'}/|q+G|^2$. Multiplying by $|q+G|$ on the left and $1/|q+G'|$ on the right gives

$$\tilde\epsilon_{GG'}=\delta_{GG'}-\frac{4\pi\chi_{GG'}}{|q+G||q+G'|},$$

a similarity transformation that leaves the 00 element of the inverse unchanged. Here the head is divided by $q^2$ and a wing by $q|G|$, so both have finite limits. In general they depend on the direction $n$, the wings linearly and the head as a quadratic form, which is independent of $n$ when its three principal values are equal, as cubic symmetry forces them to be.

The macroscopic constant is $\epsilon_M=1/(\tilde\epsilon^{-1})_{00}$. Let $w_G=\tilde\epsilon_{G0}$ be the column of wings and $\mathcal B$ the body. The first column $(x_0,x')$ of the inverse obeys $\tilde\epsilon_{00}x_0+w^\dagger x'=1$ and $wx_0+\mathcal Bx'=0$. The second gives $x'=-\mathcal B^{-1}wx_0$, and then

$$\epsilon_M=\frac1{x_0}=\tilde\epsilon_{00}-w^\dagger\mathcal B^{-1}w .\tag{8}$$

The subtracted term is the local-field correction. Below the gap (2) makes $-\chi$ positive semidefinite, so $\mathcal B$ is positive definite and the correction cannot raise $\epsilon_M$.

In time-dependent density functional theory the Coulomb interaction is supplemented by a kernel $f_{xc}$. Its 00 element enters the head of the full response first through $\chi_{00}f_{00}\chi_{00}$. If $f_{00}$ stays finite this is of order $q^4$, negligible beside the head itself. A kernel meant to act on the optical response through this element, as for excitons, must grow as $1/q^2$. A finite body of the kernel is not negligible in this way: it reaches the head through two wings, $\chi_{0G}f_{GG'}\chi_{G'0}$, at order $q^2$.

## (g) Show why the gap is needed: find the static intraband head of one partly filled band along a line of $k$ points.

**Solution.** Let the band be filled for $|k|<k_F$, with speed $v_F$ at both Fermi points. Per unit length, (1) at $\omega=0$ gives

$$\chi_{intra}=2\int\frac{dk}{2\pi}\,\frac{(f_k-f_{k+q})\,|\langle u_k|u_{k+q}\rangle|^2}{\varepsilon_k-\varepsilon_{k+q}} .$$

For small $q>0$ the occupations differ in two intervals of width $q$. Just below $k_F$ the numerator is $+1$ and the denominator $-qv_F$. Just below $-k_F$ the numerator is $-1$ and the denominator $+qv_F$. The overlaps tend to 1, and each interval contributes $-1/v_F$:

$$\chi_{intra}\to\frac{2}{2\pi}\Big(-\frac{2}{v_F}\Big)=-\frac{2}{\pi v_F}.\tag{9}$$

This is minus the density of states at the Fermi level, and does not vanish with $q$. The small overlap of parts (b) and (d) is missing because the two states belong to the same band, and the energy denominator is itself of order $q$. The result is static. At fixed $\omega\neq0$ the two intervals give $q/(\omega-qv_F)$ and $-q/(\omega+qv_F)$, which cancel at order $q$, and the intraband head falls as $q^2/\omega^2$.

## (h) Check the results on a model crystal, and find the error made by replacing $\mathbf v$ with $p$.

**Solution.** The model is a tetragonal crystal with edges 6, 6 and 7 bohr and two electrons per cell. Each cell has a local Gaussian well of depth 1.5 Ha and width 1.5 bohr, and a normalized Gaussian projector with $A=-0.3$ Ha and $\sigma=1.2$ bohr. The well is displaced by 0.4 bohr along $z$ from the projector, which removes inversion symmetry. The 125 plane waves and 64 $k$ points are part of the model, and convergence with respect to them is not claimed. Over the points of this grid the gap is 0.619 Ha (16.9 eV) and the smallest direct gap is 0.644 Ha. The grid contains neither the zone centre nor the zone boundary, and the minima over the whole zone are lower.

Equation (1) was evaluated from separate diagonalizations at $k$ and $k+q$. The grid is fixed, so both classes of pairs were summed as they stand. The grid contains $-k$ with each $k$, which is enough for the same leading coefficients and for an even head. For $q$ along $z$, $\omega=0$ and $G=(0,0,1)$ in units of the reciprocal edges:

| $q$ (1/bohr) | $\chi_{00}/q^2$ (1/(Ha bohr)) | $\lvert\chi_{G0}\rvert/q$ (1/(Ha bohr²)) |
|---|---|---|
| 0.04 | −0.019258 | 0.011272 |
| 0.02 | −0.019276 | 0.011179 |
| 0.01 | −0.019280 | 0.011129 |

Between the last two rows the measured powers of $q$ are 1.9997 for the head and 0.9998 for the norm of all 26 wings. Halving $q$ divides the error of the scaled head by 3.999 and that of the scaled wings by 2.000, consistent with the orders of the corrections in (6) and (7). Formula (6), which uses states at $k$ alone, gives $-0.019282$, equal to the extrapolated value. Formula (7) gives $-0.010804+0.002439i$, again equal to the extrapolation. The definition (1) was itself tested against the density change of a four-cell supercell in a weak static cosine potential.

The dielectric head along $z$ is

$$\tilde\epsilon_{00}=1+4\pi\times0.019282=1.2423 .$$

Along $x$ the coefficient is $-0.020792$ and the head is 1.2613. Midway between the axes the quadratic form predicts $-(0.019282+0.020792)/2=-0.020037$, since the mirror plane removes the cross term. The finite-$q$ calculation gives the same number.

At $\omega=0.1$ Ha the head along $z$ rises to 1.2467. Each term of (6) grows by $D^2/(D^2-\omega^2)$, which is at most $1/(1-(0.1/0.644)^2)=1.025$. The observed growth of $\tilde\epsilon_{00}-1$ is $0.2467/0.2423=1.018$, within this bound.

Keep 27 response vectors, those with components $-1$, $0$, $1$ in units of the reciprocal edges. With their wings and body, (8) gives $\epsilon_M=1.1844$ along $z$. The local fields thus remove $(0.2423-0.1844)/0.2423=24\%$ of $\tilde\epsilon_{00}-1$. Inverting the finite-$q$ matrices and extrapolating gives the same $\epsilon_M$. These values are not converged in the number of response vectors. Expression (8) is the minimum over $x'$ of $\tilde\epsilon_{00}+w^\dagger x'+x'^\dagger w+x'^\dagger\mathcal Bx'$, reached at $x'=-\mathcal B^{-1}w$, so a larger set cannot raise $\epsilon_M$. With 343 vectors (components from $-3$ to $3$) it is 1.179 and the share removed is 26%.

If $p$ replaces $\mathbf v$, the head coefficient is 52% too small relative to the direct result. The error vector of the wings has a norm 31% of that of the correct wings. The dielectric constants become 1.117 without and 1.089 with the local fields of the 27 vectors, instead of 1.242 and 1.184. With the projector switched off, on a grid of 8 $k$ points, $p$ alone gives $-0.033871$ 1/(Ha bohr), in agreement with the finite-$q$ limit. The failure therefore comes from the omitted commutator. Its size and its sign belong to this model: with a repulsive projector ($A>0$) in the same crystal, $p$ alone overestimates the head.

For part (g), the lowest band of the same crystal was half filled along the $k_z$ axis, where $v_F=0.03004$ atomic units. Equation (9) gives $-2/(\pi\times0.03004)=-21.19$ 1/(Ha bohr). The direct integral gives $-21.22$ at $q=0.02$ and $-21.20$ at $q=0.01$ 1/bohr: the static metallic head tends to a constant, while the insulating head falls by a factor of four at each halving of $q$.

## Computed values

```
cell edges a, a, c: 6.0, 6.0, 7.0 bohr
well depth: 1.50 Ha
well width: 1.50 bohr
well shift along z: 0.40 bohr
projector strength A: -0.30 Ha
projector width: 1.20 bohr
plane waves: 125, k points: 64
response vectors G: 27
smallest direct gap on grid: 0.6441 Ha
fundamental gap on grid: 0.6193 Ha = 16.85 eV
supercell test, q along z, chi_G0 in 1/(Ha bohr^3):
  q = 0.2244 1/bohr
  G=(0,0,0): density -1.0180e-03-5.2e-12i, sum -1.0180e-03+6.9e-21i
  G=(0,0,1): density -2.6979e-03+6.1e-04i, sum -2.6979e-03+6.1e-04i
  G=(0,0,-1): density 2.1537e-03+4.7e-04i, sum 2.1537e-03+4.7e-04i
static scan, q along z, G=(0,0,1):
  q (1/bohr), chi_00 (1/(Ha bohr^3)),
  chi_00/q^2 (1/(Ha bohr)), |chi_G0|/q (1/(Ha bohr^2))
  0.04  -3.08121e-05  -0.019258  0.011272
  0.02  -7.71024e-06  -0.019276  0.011179
  0.01  -1.92801e-06  -0.019280  0.011129
k.p head coefficient, z: -0.019282 1/(Ha bohr)
extrapolated head, z: -0.019282 1/(Ha bohr)
k.p wing coefficient: -0.010804+0.002439i 1/(Ha bohr^2)
extrapolated wing: -0.010804+0.002439i 1/(Ha bohr^2)
measured power of q: head 1.9997, wings 0.9998
error ratio on halving q: head 3.999, wings 2.000
k.p head coefficient, x: -0.020792 1/(Ha bohr)
extrapolated head, x+z direction: -0.020037 1/(Ha bohr)
eps without local fields, z: 1.24230
eps without local fields, x: 1.26128
same, z, at omega = 0.10 Ha: 1.24674
RPA eps with local fields, z, k.p: 1.18436
RPA eps with local fields, z, finite q: 1.18436
p only: eps without local fields, z: 1.11665
p only: RPA eps with local fields, z: 1.08922
p only: relative head error: -51.86 %
p only: relative wing error (norm): 31.37 %
A=0, 8 k points: head from p -0.033871 1/(Ha bohr)
A=0, 8 k points: extrapolated -0.033871 1/(Ha bohr)
metal line: k_F 0.2244 1/bohr
metal line: v_F 0.03004 atomic units
metal line: head at q=0.02 1/bohr: -21.21513 1/(Ha bohr)
metal line: head at q=0.01 1/bohr: -21.19697 1/(Ha bohr)
metal line: -2/(pi v_F) = -21.19093 1/(Ha bohr)
```
